# Nonlinear core correction: unscreening, spin polarization and alkali atoms, part 1

(Sections cited here and not found follow in the second part.)

## Unscreening as a tangent approximation

A pseudopotential unscreened with the valence density alone treats the exchange-correlation coupling between core and valence as a linear function of the valence density. The linear function is the tangent at the density of the atom from which the pseudopotential was made. If $n_c$ is the core density, $n_v$ the valence density and $n_0$ its reference value, the coupling is

$$
X[n_v]=E_{xc}[n_c+n_v]-E_{xc}[n_v]-E_{xc}[n_c],
$$

and the energy lost by the tangent is

$$
D[n_v]=X[n_v]-X[n_0]-\int W\,(n_v-n_0)\,d^3r,\qquad
W=V_{xc}[n_c+n_0]-V_{xc}[n_0].
$$

The nonlinear core correction restores $D$ by keeping $n_c$ in the exchange-correlation functional, both when the pseudopotential is unscreened and when it is used. The loss is large when the valence density, or its division between the two spins, changes strongly where the core density is appreciable. Polarizing an open shell and emptying the valence shell of an alkali atom are two such changes.

The setting is Kohn-Sham theory in atomic units, with a local density functional or its spin-dependent form. The core is frozen: $n_c$ keeps its atomic shape, and it carries no spin. The reference atom is spherical and unpolarized. Here $n_v$ and $n_0$ are densities of pseudo-orbitals, which agree with the true valence orbitals outside a core radius and are smooth inside it. Replacing true by pseudo-orbitals brings an error of its own, which is separate from $D$.

A pseudopotential starts from a nodeless radial function $u_l(r)$ that has the valence eigenvalue $\varepsilon_l$ of the all-electron atom. The radial equation

$$
-\tfrac12u_l''+\left[\frac{l(l+1)}{2r^2}+V_l(r)\right]u_l=\varepsilon_lu_l
$$

is solved for the potential by dividing by $u_l$:

$$
V_l(r)=\varepsilon_l+\frac{u_l''}{2u_l}-\frac{l(l+1)}{2r^2}.
$$

This $V_l$ is a screened potential. It contains the attraction of the ion and also the response of the valence electrons in the reference atom. In a molecule, a solid or another atomic state the valence electrons are arranged differently, so their own contribution must be removed and later recalculated. This removal is called unscreening.

The Hartree part can be removed without approximation, because the Hartree potential is linear in the density:

$$
V_H[n_c+n_0]=V_H[n_c]+V_H[n_0].
$$

Subtracting $V_H[n_0]$ leaves the core contribution, which does not depend on the valence electrons. The exchange-correlation potential has no such property. In general,

$$
V_{xc}[n_c+n_0]\ne V_{xc}[n_c]+V_{xc}[n_0].
$$

Two definitions of the ionic potential are therefore possible. The first removes the exchange-correlation potential of the valence density alone, and the second removes that of the full density:

$$
V_l^{\rm lin}=V_l-V_H[n_0]-V_{xc}[n_0],
$$

$$
V_l^{\rm core}=V_l-V_H[n_0]-V_{xc}[n_c+n_0].
$$

Each must be used with the functional that matches it. A calculation with $V_l^{\rm lin}$ adds back $V_{xc}[n_v]$, and one with $V_l^{\rm core}$ adds back $V_{xc}[n_c+n_v]$. At $n_v=n_0$ the added terms cancel the subtracted ones, so both models return $V_l$, with the same orbitals and eigenvalues. The reference atom cannot distinguish them.

Subtracting the second definition from the first gives

$$
V_l^{\rm lin}-V_l^{\rm core}=V_{xc}[n_c+n_0]-V_{xc}[n_0]=W.
$$

This difference is a local potential and is the same for every $l$. It is also the functional derivative of the coupling. To see this, vary $X$ with respect to $n_v$. The first term of $X$ gives $V_{xc}[n_c+n_v]$, because adding to $n_v$ adds the same amount to the total density. The second gives $-V_{xc}[n_v]$, and the third is constant. Hence

$$
\frac{\delta X}{\delta n_v}=V_{xc}[n_c+n_v]-V_{xc}[n_v],\qquad
W=\left.\frac{\delta X}{\delta n_v}\right|_{n_0}.
$$

The energies show what this means. Let $T$ be the valence kinetic energy, $E_H$ the Hartree energy of the valence electrons, and $E_{\rm ion}$ the expectation value of the ionic pseudopotential. For the same orbitals the two models have

$$
E_{\rm lin}=T+E_{\rm ion}^{\rm lin}+E_H[n_v]+E_{xc}[n_v],
$$

$$
E_{\rm core}=T+E_{\rm ion}^{\rm core}+E_H[n_v]+E_{xc}[n_c+n_v].
$$

The kinetic and Hartree terms cancel in the difference. The ionic terms differ by $\int Wn_v\,d^3r$, since $W$ is local. Using the definition of $X$ for the remaining terms,

$$
E_{\rm lin}-E_{\rm core}
=\int Wn_v\,d^3r+E_{xc}[n_v]-E_{xc}[n_c+n_v]
$$

$$
\phantom{E_{\rm lin}-E_{\rm core}}
=\int Wn_v\,d^3r-X[n_v]-E_{xc}[n_c].
$$

Now take the change of this expression between $n_0$ and $n_v$. The core energy $E_{xc}[n_c]$ drops out, which leaves

$$
\Delta E_{\rm lin}-\Delta E_{\rm core}
=\int W(n_v-n_0)\,d^3r-X[n_v]+X[n_0]=-D[n_v],
$$

where $\Delta$ means the energy relative to the reference atom, with the same orbitals used in both models. The model without the core thus replaces $X[n_v]$ by $X[n_0]+\int W(n_v-n_0)\,d^3r$. It does not linearize the exchange-correlation energy of the valence electrons among themselves, since $E_{xc}[n_v]$ is still evaluated in full. What is linearized is the coupling to the core, as a function of the valence density.

The size of the remainder follows from Taylor's theorem. Write $\delta n=n_v-n_0$ and let $g(\lambda)=X[n_0+\lambda\,\delta n]$, so that $g(0)=X[n_0]$, $g(1)=X[n_v]$ and $g'(0)=\int W\delta n\,d^3r$. Then

$$
D=g(1)-g(0)-g'(0)=\int_0^1(1-\lambda)\,g''(\lambda)\,d\lambda .
$$

For a local functional let $f_{xc}(n)=dV_{xc}/dn$. The second derivative is

$$
g''(\lambda)=\int\left[f_{xc}(n_c+n_0+\lambda\delta n)-f_{xc}(n_0+\lambda\delta n)\right](\delta n)^2d^3r .
$$

If $\delta n$ is small compared with $n_0$, the bracket may be taken at $\lambda=0$, and $\int_0^1(1-\lambda)d\lambda=\tfrac12$. To leading order,

$$
D\simeq\frac12\int K(\delta n)^2d^3r,\qquad
K=f_{xc}(n_c+n_0)-f_{xc}(n_0).
$$

The energy error is second order in the density change. The error of the potential is first order, because the total potentials of the two models at density $n_v$ differ by

$$
W+V_{xc}[n_v]-V_{xc}[n_c+n_v]\simeq-K\,\delta n .
$$

Eigenvalues are therefore affected at a lower order than total energies. Where the core density vanishes, $K$ vanishes too, and the two models agree. Where the core dominates, $f_{xc}(n_c+n_0)$ is small and $K\simeq-f_{xc}(n_0)$. There the uncorrected model gives the valence electrons the strong curvature of a dilute gas, although they move in a dense one.

For exchange alone, the sign of the error is fixed. The exchange energy per volume of an unpolarized gas and its derivatives are

$$
e(n)=-Cn^{4/3},\qquad C=\frac34\left(\frac3\pi\right)^{1/3},
$$

$$
e'(n)=-\tfrac43Cn^{1/3},\quad
e''(n)=-\tfrac49Cn^{-2/3},\quad
e'''(n)=\tfrac8{27}Cn^{-5/3}.
$$

Exchange acts only between electrons of equal spin, so each spin density contributes half of what an unpolarized gas of twice that density would have:

$$
E_x=\frac12\int\left[e(2n_\uparrow)+e(2n_\downarrow)\right]d^3r .
$$

An unpolarized core adds $n_c/2$ to each spin density, and therefore $n_c$ to each argument. The exchange part of the coupling is

$$
X_x=\int\left\{\frac12\sum_\sigma\left[e(n_c+2n_\sigma)-e(2n_\sigma)\right]-e(n_c)\right\}d^3r ,
$$

where $n_\sigma$ is the valence density of spin $\sigma$. Two derivatives with respect to $n_\sigma$ bring a factor $2^2$, which with the prefactor $\tfrac12$ gives

$$
2\left[e''(n_c+2n_\sigma)-e''(2n_\sigma)\right]\ge0 .
$$

The inequality holds because $e''$ is negative and rises towards zero as the density grows. The integrand is thus a sum of convex functions, one for each spin density, and a convex function lies on or above its tangent. For local exchange $D\ge0$ for any change of the valence spin densities, large or small. At fixed density, the model without the core puts every other state too low relative to the reference state. Correlation is not covered by this proof and has to be computed.

Relaxation of the orbitals does not undo the error. Suppose that the self-consistent state in each model is the lowest one with the given occupations. Let $\Phi_c$ be that state in the corrected model, with density $n_v$. In the uncorrected model $\Phi_c$ is a trial state, whose energy cannot lie below the minimum. The reference state is common to both models, so

$$
\Delta E_{\rm lin}\le\Delta E_{\rm lin}[\Phi_c]
=\Delta E_{\rm core}-D[n_v].
$$

The difference $\Delta E_{\rm lin}-\Delta E_{\rm core}$ is at most $-D[n_v]$. Relaxation can make the discrepancy larger when $D$ is positive, but not smaller.

The full core density is sharply peaked near the nucleus and is costly on a plane-wave basis or a uniform grid. Its full height is also not needed there. For exchange, a core three times as dense as the valence electrons already brings $K$ to 60% of its dense-core limit $-f_{xc}(n_0)$, and a core ten times as dense brings it to 80%. The limit is approached slowly, but a core of moderate height supplies most of the curvature. A partial core $\tilde n_c$ uses this freedom. It equals $n_c$ outside a radius $r_0$, and inside it is

$$
\tilde n_c(r)=A\,\frac{\sin br}{r},\qquad r<r_0 .
$$

The two constants follow from continuity of value and slope. The logarithmic derivative of the inner form is $b\cot br-1/r$. Equating it at $r_0$ to that of the core and multiplying by $r_0$ gives, with $z=br_0$,

$$
z\cot z=1+r_0\,\frac{n_c'(r_0)}{n_c(r_0)},\qquad
A=\frac{r_0\,n_c(r_0)}{\sin z}.
$$

On the interval $0<z<\pi$ the left side falls steadily from $1$ to $-\infty$. The right side is below $1$ when the core density decreases outward, so there is one solution in this interval.

The partial core need not contain the right number of electrons. It enters the exchange-correlation functional but not the Hartree potential, and the electrostatic effect of the true core is already in $V_l$. Its remaining error is again a tangent error, now of the functional $E_{xc}[n_c+n_v]-E_{xc}[\tilde n_c+n_v]$. The leading kernel is

$$
\tilde K=f_{xc}(n_c+n_0)-f_{xc}(\tilde n_c+n_0),
$$

which is zero outside $r_0$. Inside, for exchange, it is at most $\tfrac49C(\tilde n_c+n_0)^{-2/3}$, whereas omission of a dense core leaves nearly $\tfrac49Cn_0^{-2/3}$. Where $\tilde n_c\ge3n_0$ the bound is smaller than the latter value by a factor of at least $4^{2/3}\simeq2.5$. A smaller $r_0$ makes the correction more accurate and the partial core harder to represent.

When the atoms move, the partial cores move with them. For a core centred at $\mathbf R$, $\partial\tilde n_c/\partial\mathbf R=-\nabla\tilde n_c$, and the explicit contribution to the force is

$$
\mathbf F=-\int V_{xc}\,\frac{\partial\tilde n_c}{\partial\mathbf R}\,d^3r
=\int V_{xc}\,\nabla\tilde n_c\,d^3r .
$$

For a spin-polarized valence density, $V_{xc}$ here is the mean of the two spin potentials, since the core adds equally to both spins. This term belongs to the corrected energy. Without it the forces are not the derivatives of that energy.

Unscreening with the valence density alone replaces the core-valence exchange-correlation coupling by its tangent at the reference atom, an error that is second order in the energy and, for local exchange, never negative in $D$; keeping a full core removes it, and a partial core reduces it. What remains is to apply this to spin polarization and to the ionization of alkali atoms, and to compare the errors computed for five atoms.
